# Where triples enter the CCSDT equations and what they cost, part 2

CCSDT adds triples to CCSD. The questions are where $T_3$ enters and what it costs. Spin orbitals $i,j,k,m,n$ are the $o$ occupied ones, $a,b,c,e,f$ the $v$ virtual ones; repeated indices absent on the left are summed. The cluster operator is $T=T_1+T_2+T_3$,

$$T_1=t_i^a\,a^\dagger i,\quad T_2=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j\,i,\quad T_3=\tfrac1{36}t_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger k\,j\,i,$$

with amplitudes antisymmetric in upper and in lower indices. For the Hamiltonian $H$, reference determinant $|0\rangle$ and $\bar H=e^{-T}He^{T}$, the energy is $E=\langle0|\bar H|0\rangle$. The residuals $R_\mu=\langle\mu|\bar H|0\rangle$ ($R_1,R_2,R_3$ for singles, doubles, triples) must vanish. Energies and residuals are in joules; amplitudes are pure numbers.

The integrals $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ and the Fock matrix $f_{pq}$ are dressed with $T_1$ unless they carry a subscript $0$:

$$f_{me}=f_{0,me}+\langle mn\|ef\rangle t_n^f,$$
$$\langle bm\|ef\rangle=\langle bm\|ef\rangle_0-t_n^b\langle nm\|ef\rangle,\qquad\langle mn\|je\rangle=\langle mn\|je\rangle_0+t_j^f\langle mn\|fe\rangle .$$

Canonical orbital energies are $\varepsilon_p$. $P_{ab}$ exchanges $a$ and $b$; $P(ab)=1-P_{ab}$, $P(a/bc)=1-P_{ab}-P_{ac}$, and likewise for occupied indices.

$T_3$ does not appear in the energy expression and enters the residuals linearly:

$$R_i^a\leftarrow\tfrac14\langle mn\|ef\rangle\,t_{imn}^{aef}.$$

$$R_{ij}^{ab}\leftarrow f_{me}t_{ijm}^{abe}+\tfrac12P(ab)\langle bm\|ef\rangle t_{ijm}^{aef}-\tfrac12P(ij)\langle mn\|je\rangle t_{imn}^{abe}.$$

$$\begin{aligned}R_{ijk}^{abc}={}&P(i/jk)P(a/bc)\big[W_{bcei}t_{jk}^{ae}-W_{majk}t_{im}^{bc}+W_{maei}t_{mjk}^{ebc}\big]\\&+P(a/bc)\big[F_{ae}t_{ijk}^{ebc}+\tfrac12W_{bcef}t_{ijk}^{aef}\big]\\&+P(i/jk)\big[-F_{mi}t_{mjk}^{abc}+\tfrac12W_{mnjk}t_{imn}^{abc}\big].\end{aligned}$$

The $W_{bcef}$ term is the particle ladder, the $W_{mnjk}$ term the hole ladder, the $W_{maei}$ term the ring. The intermediates are

$$F_{ae}=f_{ae}-\tfrac12\langle mn\|ef\rangle t_{mn}^{af},\qquad F_{mi}=f_{mi}+\tfrac12\langle mn\|ef\rangle t_{in}^{ef},$$
$$W_{bcef}=\langle bc\|ef\rangle+\tfrac12\langle mn\|ef\rangle t_{mn}^{bc},\qquad W_{mnjk}=\langle mn\|jk\rangle+\tfrac12\langle mn\|ef\rangle t_{jk}^{ef},$$
$$W_{maei}=\langle ma\|ei\rangle+\langle mn\|ef\rangle t_{ni}^{fa},$$
$$W_{bcei}=\langle bc\|ei\rangle-f_{me}t_{mi}^{bc}+\tfrac12\langle mn\|ei\rangle t_{mn}^{bc}+P(bc)\langle bm\|ef\rangle t_{mi}^{fc}-\tfrac12\langle mn\|ef\rangle t_{mni}^{bfc},$$
$$W_{majk}=\langle ma\|jk\rangle+\tfrac12\langle ma\|ef\rangle t_{jk}^{ef}+P(jk)\langle mn\|je\rangle t_{nk}^{ea}+\tfrac12\langle mn\|ef\rangle t_{jnk}^{efa}.$$

The last terms of $W_{bcei}$ and $W_{majk}$ are pieces 6 and 7. The $f_{me}T_2^2$ term could go into either of these two intermediates but is counted once, in $W_{bcei}$. A contraction of two arrays costs the product of the ranges of all its distinct indices.

**Q.** That is a long chain of counting. Is there a check that uses none of it?

**A.** The numerical check builds creation and annihilation matrices in the full Fock space for $o=5$, $v=6$, with random integrals and random amplitudes, and evaluates $e^{-T}He^{T}|0\rangle$ by summing the exponentials. The formulas, completed with the CCSD terms of singles and doubles, agree with the projections for $E$, $R_1$, $R_2$ and $R_3$ to below $10^{-15}$ relative to the largest element of each. The change of $R_1$ and $R_2$ when $T_3$ is switched on matches the explicit $T_3$ terms with undressed integrals, to $7.9\times10^{-16}$ and $4.9\times10^{-16}$ relative to the largest change; the energy does not move; and the second difference of the residuals for $T_3$ scaled by 0, 1, 2 is $1.0\times10^{-15}$ relative to the largest residual, which tests the linearity. Placing the $f_{me}T_2^2$ term in both intermediates produces an error of 0.59 relative to the largest element of $R_3$.

**Q.** Now the cost. A term like number 6 has ten indices. Why is the method not of tenth order?

**A.** Because it is done in two binary steps. Written in one piece, $t_{jk}^{ae}\langle mn\|ef\rangle t_{mni}^{bfc}$ runs over $o^5v^5$ values. Forming $W_{bcei}$ involves $m,n,i$ and $e,f,b,c$, which is $o^3v^4$, and contracting it with $t_{jk}^{ae}$ involves $i,j,k$ and $a,b,c,e$, again $o^3v^4$. In the final residual the six target indices give $o^3v^3$, multiplied by the range of the summed indices. One summed index gives seventh order: $o^3v^4$ for $W_{bcei}$ and $F_{ae}$, $o^4v^3$ for $W_{majk}$ and $F_{mi}$. Two summed indices give eighth order: $ef$ gives $o^3v^5$ for the particle ladder, $me$ gives $o^4v^4$ for the ring, $mn$ gives $o^5v^3$ for the hole ladder. The intermediates cost at most $o^3v^4$ (piece 6) and $o^4v^3$ (piece 7); those built from $T_2$ have six indices or fewer, $o^2v^4$ for $W_{bcef}$. The program records the index content of every contraction with $T_2$ or $T_3$ in the residuals (the fifth-order $T_1$ dressing is not recorded) and asserts that exactly these three classes are of eighth order and that $o^3v^5$, the class of the particle ladder, is the only recorded class with $v^5$.

**Q.** Could a cleverer order of contraction remove the $v^5$?

**A.** Only for part of the ladder. The $T_2$ piece can be rearranged as $t_{mn}^{bc}\,[\langle mn\|ef\rangle t_{ijk}^{aef}]$, where the bracket has indices $m,n,i,j,k$ and $a,e,f$ and costs $o^5v^3$; this replaces the sixth-order step $o^2v^4$ of adding the piece to $W_{bcef}$ by eighth-order steps. It can still be the cheaper way when $o$ is very small and $v$ large, but the $o^3v^5$ contraction remains either way. The bare piece $\langle bc\|ef\rangle_0\,t_{ijk}^{aef}$ is a product of two arrays, so no order can be chosen. It is a matrix product of a $v^2\times v^2$ array with a $v^2\times o^3v$ array. The statement holds for dense integrals, dense amplitudes and ordinary multiplication; it is not a lower bound for methods that exploit locality or factorize the integrals or the amplitudes.

**Q.** Since $v>o$ in any sensible basis, $o^3v^5>o^4v^4$, and the ladder is rate limiting. Is that the end?

**A.** No, because antisymmetry saves more work in the ladder than in the ring. There are $N_3=\binom o3\binom v3$ unique amplitudes with $i<j<k$, $a<b<c$. For each of them the ladder has 3 choices of spectator particle from $P(a/bc)$; the factor $\frac12$ turns the sum into one over $e<f$, and $t_{ijk}^{aef}$ vanishes if $e$ or $f$ equals the spectator, leaving $\binom{v-1}2$ products. The ring has $3\times3$ permutations, and $t_{mjk}^{ebc}$ vanishes for $m\in\{j,k\}$ or $e\in\{b,c\}$, leaving $(o-2)(v-2)$ products. The hole ladder mirrors the particle ladder. Per amplitude the multiply-adds are

$$3\tbinom{v-1}2,\qquad 9(o-2)(v-2),\qquad 3\tbinom{o-1}2,$$

and

$$\frac{\text{ladder}}{\text{ring}}=\frac{\tfrac32(v-1)(v-2)}{9(o-2)(v-2)}=\frac{v-1}{6(o-2)} .$$

In this count the ladder is the largest term only if $v-1>6(o-2)$. For a fixed molecule and a growing basis it always wins in the end, and that is the sense in which it is rate limiting. For a growing molecule at fixed basis per atom all three terms grow as the eighth power and the ratio tends to $v/6o$ from above. When $v/o$ is below 6 the ring term therefore becomes the larger of the two once the molecule is big enough; for $v=5o$ this is so from $o=12$ on. Explicit loops over unique indices reproduce the three terms in the random test; with $N_3=10\times20=200$ they execute $200\times30=6000$, $200\times108=21600$ and $200\times18=3600$ multiply-adds. For the round model size $o=10$, $v=40$ the ratio is $39/48=0.81$ and the ladder is 0.44 of the eighth-order work; for $v=100$ it is $99/48=2.06$, with $2.8\times10^{11}$ against $1.4\times10^{11}$ multiply-adds per iteration and a share of 0.67. The ladder first exceeds the ring at $v=50$. These are operation counts in spin orbitals without spin or spatial symmetry, not timings, and they leave out the seventh-order terms.

**Q.** How large is the feedback of $T_3$, and how is it related to the (T) correction?

**A.** Take canonical Hartree–Fock orbitals, real integrals and Møller–Plesset counting, in which $T_2$ is of first order. Then $F_{ae}\to\varepsilon_a\delta_{ae}$, and $P(a/bc)\,\varepsilon_a t^{abc}=\varepsilon_at^{abc}-\varepsilon_bt^{bac}-\varepsilon_ct^{cba}=(\varepsilon_a+\varepsilon_b+\varepsilon_c)t^{abc}$; the holes work alike with the opposite sign. To lowest order the triples equation is $0=Z_{ijk}^{abc}-D\,t_{ijk}^{abc}$ with $D=\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c$ and

$$Z_{ijk}^{abc}=P(i/jk)P(a/bc)\big[\langle bc\|ei\rangle_0t_{jk}^{ae}-\langle ma\|jk\rangle_0t_{im}^{bc}\big],$$

so $T_3=Z/D$ is of second order and costs only seventh-order work. All three eighth-order terms are of third order in $R_3$; they are the price of solving for $T_3$ beyond lowest order. The feedback $R_2[T_3]$ shifts the doubles by $R_2[T_3]/D_{ij}^{ab}$, with $D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$, and since $\langle ij\|ab\rangle/D_{ij}^{ab}$ is the first-order amplitude, the energy shifts at fourth order by $E_D=\frac14t_{ij}^{ab}R_{ij}^{ab}[T_3]$. Against the antisymmetric $t_{ij}^{ab}$ each $P$ gives a factor 2, so

$$E_D=\tfrac14t_{ij}^{ab}\langle bm\|ef\rangle_0t_{ijm}^{aef}-\tfrac14t_{ij}^{ab}\langle mn\|je\rangle_0t_{imn}^{abe}.$$

Rename $ijm\to jki$, $b\to e$, $ef\to bc$ in the first term and $j\to m$, $mn\to jk$, $ab\to bc$, $e\to a$ in the second. Cyclic permutations are even, so both triples amplitudes become $t_{ijk}^{abc}$, and real integrals allow bra and ket to be exchanged. The result is $\frac14t_{ijk}^{abc}[\dots]$ with the bracket of $Z$. The nine permutations in $Z$ each give the same value against $t_{ijk}^{abc}$, so $E_D=\frac1{36}t\,Z=\frac1{36}\sum D\,t^2$, which is negative when all $D<0$. The singles analogue $E_S=t_i^aR_i^a[T_3]=\frac14t_i^a\langle jk\|bc\rangle t_{ijk}^{abc}$ is of order $2+1+2=5$; it couples $T_1$ to $T_3$ and is not of the form $\sum D\,t^2$, so this argument does not fix its sign (it is small and positive in the BH example below). The (T) correction is $\frac1{36}t\,(Z+Z')$ with $Z'=P(i/jk)P(a/bc)\,t_i^a\langle jk\|bc\rangle$ and CCSD amplitudes in $Z$ and $Z'$; the same factor $9/36$ shows that this is $E_D+E_S$.

**Q.** Show me a real molecule, and one case in which CCSDT has to be exact.

**A.** With three correlated electrons no excitation beyond triples exists. The reference and the determinants $\langle\mu|$ then span the whole space, so $R_\mu=0$ for all $\mu$ means $\bar H|0\rangle=E|0\rangle$, that is $He^T|0\rangle=Ee^T|0\rangle$, an exact eigenstate in the basis. Take BH (RHF) and BH$^+$ (ROHF) at a chosen bond length of 123.0 pm in the 6-31G basis with the 1s core frozen. The digits serve to compare methods within this basis, not to describe the molecule. Total energies in aJ:

| | BH ($o=4$, $v=16$) | BH$^+$ ($o=3$, $v=17$) |
|---|---|---|
| SCF | $-109.4687139$ | $-108.1517143$ |
| CCSD | $-109.7370843$ | $-108.3038071$ |
| CCSDT | $-109.7412436$ | $-108.3070940$ |
| FCI | $-109.7414968$ | $-108.3070940$ |

For BH$^+$, $-108.3038071+108.3070940=0.0032869$ aJ: CCSD lies 3.287 zJ (0.754 m$E_h$) above FCI, and CCSDT agrees with FCI in all printed digits, an equality the program asserts. The ROHF Fock matrix is not diagonal, so this case also exercises the equations away from canonical Hartree–Fock.

For BH, CCSD lies 4.4125 zJ (1.012 m$E_h$) above FCI. Triples lower the energy by $109.7412436-109.7370843=0.0041593$ aJ, and $4.4125-4.1593=0.2532$ zJ (0.058 m$E_h$) remains, $0.2532/4.4125=5.7\%$ of the CCSD error. With four correlated electrons $T_4$ is the only operator missing, so this remainder is the effect of connected quadruples. The largest amplitudes are 0.023, 0.136 and 0.005 for singles, doubles and triples. The perturbative pieces are $E_D=-3.121$ zJ and $E_S=+0.040$ zJ, with sum $-3.081$ zJ, equal to the (T) correction of PySCF; that equality and the agreement of the CCSD energy with PySCF are asserted. The sum is $3.081/4.159=74\%$ of the iterated triples lowering. The missing quarter is the net effect of what (T) omits: the higher-order terms of $R_3$, among them the ladders and the ring, and the relaxation of $T_1$ and $T_2$. These contributions need not have the same sign, and they are not separated here.

For the work in BH, $N_3=4\times560=2240$, with $3\times105=315$, $9\times2\times14=252$ and $3\times3=9$ multiply-adds per amplitude, or 705600, 564480 and 20160 in total, and the ratio is $15/12=1.250$. Spin conservation leaves 896 amplitudes: each of the 4 occupied triples has two spins of one kind and one of the other, matched by $\binom82\times8=224$ virtual triples. For such a triple the ladder has 28 like-spin pairs $ef$ when the spectator is the odd spin and $7\times8=56$ unlike-spin pairs for each of the other two spectators, 140 in all, and $896\times140=125440$. Enumeration gives 103936 for the ring and 4480 for the hole ladder, so the ratio becomes 1.207. In this molecule spin selection cuts both counts by more than a factor of five and changes their ratio by only a few percent; for BH in 6-31G ($o=4$, $v=16$) the ladder is already the largest term, but by a margin near 20% and not by the factor $v/o=4$ that the bare powers suggest.

## Numbers as computed

```
random test o=5 v=6, relative errors (dimensionless)
E, R1, R2, R3 vs Fock space: 1.9e-16 3.5e-16 3.4e-16 5.7e-16
T3 part of R1, R2 vs Fock space: 7.9e-16 4.9e-16
second difference in T3 scale: 1.0e-15
R3 error if f_me T2^2 counted twice: 0.594
(o,v) powers of T3 terms in R1: [(3, 3)]
(o,v) powers of T3 terms in R2: [(3, 3), (3, 4), (4, 3)]
(o,v) powers in R3, order 8: [(3, 5), (4, 4), (5, 3)]
(o,v) powers in R3, order 7: [(3, 4), (4, 3)]
(o,v) powers in R3, order 6: [(2, 4), (3, 3), (4, 2)]
(o,v) powers in R3, order 5: [(2, 3), (3, 2)]
loop counts: amplitudes 200, ladder/ring/hole multiply-adds [6000, 21600, 3600]
hartree = 4.3597447222e-18 J;  bond length = 123.0 pm;  6-31G, frozen 1s core
BH: o=4 v=16, iterations CCSD 15, CCSDT 15
BH E(SCF) = -109.4687139 aJ
BH E(CCSD) = -109.7370843 aJ
BH E(CCSDT) = -109.7412436 aJ
BH E(FCI) = -109.7414968 aJ
BH CCSDT-CCSD = -4.1593 zJ
BH CCSD-FCI = 4.4125 zJ = 1.0121 mEh
BH CCSDT-FCI = 0.2532 zJ = 0.0581 mEh
BH max |t1|,|t2|,|t3| = 0.02283 0.13552 0.00526
BH (T) via doubles = -3.1212 zJ, via singles = 0.0401 zJ
BH (T) sum = -3.0810 zJ, PySCF = -3.0810 zJ
BH no spin: amplitudes 2240, ladder/ring/hole [705600, 564480, 20160], ratio 1.250
BH spin-allowed: amplitudes 896, ladder/ring/hole [125440, 103936, 4480], ratio 1.207
BH+: o=3 v=17, iterations CCSD 15, CCSDT 15
BH+ E(SCF) = -108.1517143 aJ
BH+ E(CCSD) = -108.3038071 aJ
BH+ E(CCSDT) = -108.3070940 aJ
BH+ E(FCI) = -108.3070940 aJ
BH+ CCSDT-CCSD = -3.2869 zJ
BH+ CCSD-FCI = 3.2869 zJ = 0.7539 mEh
BH+ CCSDT-FCI = -0.0000 zJ = -0.0000 mEh
BH+ max |t1|,|t2|,|t3| = 0.06026 0.07636 0.00821
model o=10 v=40: amplitudes 1.186e+06, ladder 2.636e+09, ring 3.244e+09, hole 1.280e+08
model o=10 v=40: ladder/ring 0.812, ladder share 0.439
model o=10 v=100: amplitudes 1.940e+07, ladder 2.824e+11, ring 1.369e+11, hole 2.096e+09
model o=10 v=100: ladder/ring 2.062, ladder share 0.670
model o=10: smallest v with ladder > ring: 50
```
